# Comment: a smooth polaron barrier can join two electronic branches: test program

```python
"""Two-site polaron: hysteresis and cusp of a migration barrier.

One electron, occupations n1+n2=1, m=n2-n1, lattice coordinate q.
E = <h> + K q^2/2 + (W/2) sum n^2 + (U/2) sum n(1-n),
h = [[g q, -t], [-t, -g q]].  W: self-interaction error, U: correction.
Result under test, with I=U-W, u=2t/I, lam=g^2/K, A=lam+I/2:
for I>2t two stable SCF branches coexist for |q|<q_s,
q_s=(I/2g)(1-u^(2/3))^(3/2), and their lower envelope has a cusp at q=0
with slopes +g m0 and -g m0, m0=sqrt(1-u^2).
Energies in Ry, lengths in bohr.
"""
import numpy as np
from collections import namedtuple
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.ndimage import label
from scipy.optimize import minimize

Model = namedtuple("Model", "t g K U W")
RY_EV = physical_constants["Rydberg constant times hc in eV"][0]


def direct_energy(q, theta, p):
    """Energy from the definition for the orbital (cos theta, sin theta)."""
    c1, c2 = np.cos(theta), np.sin(theta)
    n1, n2 = c1**2, c2**2
    one_body = p.g * q * (n1 - n2) - 2 * p.t * c1 * c2
    error = 0.5 * p.W * (n1**2 + n2**2)
    correction = 0.5 * p.U * (n1 * (1 - n1) + n2 * (1 - n2))
    return one_body + 0.5 * p.K * q**2 + error + correction


def scf(q, m, p):
    """Plain SCF iteration, lowest orbital occupied; returns m and energy."""
    for _ in range(300000):
        n = np.array([(1 - m) / 2, (1 + m) / 2])
        v = p.W * n + p.U * (0.5 - n)
        h = np.array([[p.g * q + v[0], -p.t], [-p.t, -p.g * q + v[1]]])
        c = np.linalg.eigh(h)[1][:, 0]
        new = c[1]**2 - c[0]**2
        if abs(new - m) < 1e-13:
            return new, direct_energy(q, np.arctan2(c[1], c[0]), p)
        m = new
    raise RuntimeError("SCF did not converge")


def scan(qs, m, p):
    """Follow a path, each point started from the previous density."""
    out = []
    for q in qs:
        m, e = scf(q, m, p)
        out.append((m, e))
    return np.array(out)


def minimum_formula(p):
    """Position, polarization and energy of the right-hand minimum."""
    i, lam = p.U - p.W, p.g**2 / p.K
    a = lam + i / 2
    m = np.sqrt(1 - (p.t / a)**2)
    return p.g * m / p.K, m, p.W / 2 + i / 4 - a / 2 - p.t**2 / (2 * a)


def branch_formulas(p):
    """q_s, m_s, m0 and the barriers: cusp, joint saddle, forward scan."""
    i, lam = p.U - p.W, p.g**2 / p.K
    a, u = lam + i / 2, 2 * p.t / i
    x = u**(2 / 3)
    qs = i / (2 * p.g) * (1 - x)**1.5
    cusp = lam / 2 - p.t**2 / i + p.t**2 / (i + 2 * lam)
    saddle = (a - p.t)**2 / (2 * a)
    top = i**2 * (1 - x)**3 / (8 * lam) + i / 2 - 0.75 * i * x
    fwd = top - (minimum_formula(p)[2] - p.W / 2)
    return qs, np.sqrt(1 - x), np.sqrt(1 - u**2), cusp, saddle, fwd


def count_minima(q, p):
    """Number of electronic minima at fixed q over all real orbitals."""
    e = direct_energy(q, np.arange(4000) * np.pi / 4000, p)
    return int(np.sum((e < np.roll(e, 1)) & (e < np.roll(e, -1))))


def flood_barrier(p):
    """Lowest pass between the minima on the joint (q, orbital) surface."""
    q0 = minimum_formula(p)[0]
    q = np.linspace(-1.3 * q0, 1.3 * q0, 601)
    th = np.linspace(0, np.pi / 2, 601)
    e = direct_energy(q[:, None], th[None, :], p)
    left = np.unravel_index(np.argmin(e[:300]), e[:300].shape)
    r = np.unravel_index(np.argmin(e[301:]), e[301:].shape)
    right = (r[0] + 301, r[1])
    base = minimum_formula(p)[2]
    low, high = max(e[left], e[right]), base + 0.2
    for _ in range(30):
        mid = (low + high) / 2
        regions = label(e <= mid, structure=np.ones((3, 3)))[0]
        if regions[left] == regions[right] and regions[left] > 0:
            high = mid
        else:
            low = mid
    return high - base


def spline_top(count, p):
    """Spline value at q=0; images start from the nearer endpoint."""
    q0, _, base = minimum_formula(p)
    qs = np.linspace(-q0, q0, count)
    es = [scf(q, np.sign(q), p)[1] - base for q in qs]
    return float(CubicSpline(qs, es, bc_type="clamped")(0.0))


def second_difference(h, p):
    """Central second difference of the lower envelope at q=0."""
    e = [scf(q, s, p)[1] for q, s in ((-h, -1.), (0., 1.), (h, 1.))]
    return (e[0] - 2 * e[1] + e[2]) / h**2


main = Model(t=0.010, g=0.10, K=0.20, U=0.26, W=0.20)
others = [Model(0.008, 0.12, 0.25, 0.25, 0.20),
          Model(0.015, 0.10, 0.15, 0.30, 0.22)]
exact = main._replace(U=main.W)

# Formulas against minimization, counting, SCF and flood filling
for p in [main] + others:
    q0, mm, emin = minimum_formula(p)
    qs, ms, m0, cusp, saddle, fwd = branch_formulas(p)
    fit = minimize(lambda z: direct_energy(z[0], z[1], p),
                   [-p.g / p.K, 0.1], method="Nelder-Mead",
                   options={"xatol": 1e-9, "fatol": 1e-15, "maxiter": 4000})
    assert abs(fit.fun - emin) < 1e-10
    assert abs(fit.x[0] + q0) < 1e-5
    assert abs(np.cos(2 * fit.x[1]) - mm) < 1e-5
    assert count_minima(0.98 * qs, p) == 2
    assert count_minima(1.02 * qs, p) == 1
    m_cross, e_cross = scf(0.0, -1.0, p)
    assert abs(m_cross + m0) < 1e-10
    assert abs(e_cross - emin - cusp) < 1e-11
    m_edge, e_edge = scf(qs * (1 - 1e-6), -1.0, p)
    assert abs(m_edge + ms) < 3e-3      # square-root approach to the edge
    assert abs(e_edge - emin - fwd) < 5e-8
    assert abs(flood_barrier(p) - saddle) < 3e-6   # finite mesh
    assert cusp < saddle < fwd and qs < q0

q0, mm, emin = minimum_formula(main)
q_s, m_s, m0, cusp, saddle, fwd = branch_formulas(main)

# Symmetric solution: self-consistent but unstable
m_sym, e_sym = scf(0.0, 0.0, main)
assert abs(m_sym) < 1e-12 and abs(e_sym - emin - saddle) < 1e-11
assert abs(scf(0.0, 1e-3, main)[0] - m0) < 1e-10
i_net = main.U - main.W
hump = i_net / 4 * (1 - 2 * main.t / i_net)**2
assert abs(e_sym - scf(0.0, 1.0, main)[1] - hump) < 1e-11

# SCF contraction rate near a solution, measured from the iteration itself
q_test = 0.5 * q_s
m_fix = scf(q_test, -1.0, main)[0]


def one_step(m):
    n = np.array([(1 - m) / 2, (1 + m) / 2])
    v = main.W * n + main.U * (0.5 - n)
    h = np.diag(v + main.g * q_test * np.array([1, -1]))
    h = h - main.t * np.array([[0, 1], [1, 0]])
    c = np.linalg.eigh(h)[1][:, 0]
    return c[1]**2 - c[0]**2


rate = (one_step(m_fix + 1e-5) - one_step(m_fix - 1e-5)) / 2e-5
assert abs(rate - i_net / 2 * (1 - m_fix**2)**1.5 / main.t) < 1e-7

# Hysteresis for two scan steps
switches = []
for count in (201, 401):
    path = np.linspace(-q0, q0, count)
    step = path[1] - path[0]
    f = scan(path, -1.0, main)
    b = scan(path[::-1], 1.0, main)
    qf = path[np.argmax(f[:, 0] > 0)]
    qb = path[::-1][np.argmax(b[:, 0] < 0)]
    assert 0 <= qf - q_s <= step and 0 <= -q_s - qb <= step
    switches.append((step, qf, qb, f[:, 1].max() - emin))

# Below the threshold both directions agree, above it they do not
for ratio, split in ((0.0, False), (0.9, False), (1.2, True)):
    p = main._replace(U=main.W + ratio * 2 * main.t)
    path = np.linspace(-0.4, 0.4, 81)
    path[40] = 0.0
    f = scan(path, -1.0, p)
    b = scan(path[::-1], 1.0, p)[::-1]
    # the midpoint tolerance reflects the finite SCF stopping criterion
    assert (np.max(np.abs(f[:, 0] - b[:, 0])) > 1e-3) == split

# Branch slope, cusp slopes and the branch gap as an integral
d = 1e-4
slope = (scf(q_test + d, -1., main)[1] - scf(q_test - d, -1., main)[1]) / (2*d)
assert abs(slope - (main.K * q_test - main.g * m_fix)) < 1e-7


def one_sided(sign):
    e = [scf(sign * k * d, float(sign), main)[1] for k in range(3)]
    return sign * (-3 * e[0] + 4 * e[1] - e[2]) / (2 * d)


slope_left, slope_right = one_sided(-1), one_sided(1)
assert abs(slope_left - main.g * m0) < 1e-7
assert abs(slope_right + main.g * m0) < 1e-7
q_end = 0.98 * q_s
x, w = np.polynomial.legendre.leggauss(40)
gap_integral = sum(
    wk * q_end / 2 * main.g * (scf(qk, 1., main)[0] - scf(qk, -1., main)[0])
    for qk, wk in zip(q_end * (x + 1) / 2, w))
gap = scf(q_end, -1., main)[1] - scf(q_end, 1., main)[1]
assert abs(gap_integral - gap) < 1e-8

# Second differences: divergent at the cusp, convergent when smooth
h = 0.002
lead = h * second_difference(h / 2, main) - h * second_difference(h, main)
assert abs(lead + 2 * main.g * m0) < 2e-5
curv_exact = exact.K - exact.g**2 / exact.t
assert abs(second_difference(h, exact) - curv_exact) < 2e-3

# Exact one-electron barrier and spline errors
exact_barrier = scf(0.0, 0.5, exact)[1] - minimum_formula(exact)[2]
lowest = np.linalg.eigvalsh([[0, -main.t], [-main.t, 0]])[0]
qfine = np.linspace(-1, 1, 200001)
bare = main.K * qfine**2 / 2 - np.sqrt(main.t**2 + (main.g * qfine)**2)
assert abs(exact_barrier - (lowest - bare.min())) < 1e-9
errors = {}
for count in (8, 16, 32, 64):
    errors[count] = (spline_top(count, main) - cusp,
                     spline_top(count, exact) - exact_barrier)
assert 1.8 < errors[32][0] / errors[64][0] < 2.3
assert abs(errors[32][1] / errors[64][1]) > 8
assert errors[8][0] < 0

# Worked example
print(f"t = {main.t:.3f} Ry, g = {main.g:.2f} Ry/bohr, K = {main.K:.2f} Ry/bohr^2")
print(f"W = {main.W:.2f} Ry, U = {main.U:.2f} Ry, I = U-W = {i_net:.2f} Ry")
print(f"lambda = {main.g**2/main.K:.3f} Ry, A = {main.g**2/main.K+i_net/2:.3f} Ry")
print(f"threshold 2t = {2*main.t:.3f} Ry, u = 2t/I = {2*main.t/i_net:.5f}")
print(f"minima: |q| = {q0:.5f} bohr, |m| = {mm:.5f}")
print(f"stability edge: q_s = {q_s:.5f} bohr, m_s = {m_s:.5f}")
print(f"crossing: m0 = {m0:.5f}")
print(f"SCF slope at q = {q_test:.5f} bohr, left branch: {rate:.5f}")
print("Scan, step 0.05 bohr; energies above minimum in Ry")
print("q/bohr  E_forward  E_backward  m_forward  m_backward")
path = np.arange(-10, 11) * 0.05
f = scan(path, -1.0, main)
b = scan(path[::-1], 1.0, main)[::-1]
for q, ff, bb in zip(path, f, b):
    different = abs(ff[0] - bb[0]) > 1e-6
    assert different == (abs(q) < q_s)
    if abs(q) < 0.201:
        print(f"{q:6.2f} {ff[1]-emin:10.6f} {bb[1]-emin:10.6f}"
              f" {ff[0]:10.5f} {bb[0]:10.5f}")
for step, qf, qb, top in switches:
    print(f"step {step:.5f} bohr: first switched q forward {qf:.5f},"
          f" backward {qb:.5f} bohr")
    print(f"  highest forward-scan energy {top:.6f} Ry")
for name, value in (("cusp (lower envelope)", cusp),
                    ("symmetric unstable solution", saddle),
                    ("forward scan, fine-step limit", fwd),
                    ("exact one-electron, U=W", exact_barrier)):
    print(f"barrier, {name}: {value:.6f} Ry = {value*RY_EV:.4f} eV")
print(f"forward-scan excess over cusp: {100*(fwd/cusp-1):.1f} percent")
print(f"electronic hump at q=0: {hump:.6f} Ry")
drop = emin + fwd - scf(q_s, 1.0, main)[1]
print(f"energy drop at q_s: {drop:.6f} Ry")
print(f"cusp slopes: left {slope_left:.6f}, right {slope_right:.6f} Ry/bohr")
print("Second difference at q=0 in Ry/bohr^2: cusp, exact U=W")
for h in (0.04, 0.02, 0.01):
    print(f"  h = {h:.2f} bohr: {second_difference(h, main):.4f},"
          f" {second_difference(h, exact):.4f}")
print(f"exact U=W curvature: {curv_exact:.4f} Ry/bohr^2")
print("Spline error at q=0 in Ry: cusp, exact U=W")
for count, (ec, ee) in errors.items():
    print(f"  {count} images: {ec:.3e}, {ee:.3e}")
print(f"8-image spline barrier at cusp: {cusp+errors[8][0]:.6f} Ry")
print("no test failed")
```

Output:

```
t = 0.010 Ry, g = 0.10 Ry/bohr, K = 0.20 Ry/bohr^2
W = 0.20 Ry, U = 0.26 Ry, I = U-W = 0.06 Ry
lambda = 0.050 Ry, A = 0.080 Ry
threshold 2t = 0.020 Ry, u = 2t/I = 0.33333
minima: |q| = 0.49608 bohr, |m| = 0.99216
stability edge: q_s = 0.11225 bohr, m_s = 0.72059
crossing: m0 = 0.94281
SCF slope at q = 0.05612 bohr, left branch: 0.22208
Scan, step 0.05 bohr; energies above minimum in Ry
q/bohr  E_forward  E_backward  m_forward  m_backward
 -0.20   0.008629   0.008629   -0.98012   -0.98012
 -0.15   0.011768   0.011768   -0.97542   -0.97542
 -0.10   0.015380   0.034014   -0.96876    0.83069
 -0.05   0.019451   0.028857   -0.95883    0.91309
  0.00   0.023958   0.023958   -0.94281    0.94281
  0.05   0.028857   0.019451   -0.91309    0.95883
  0.10   0.034014   0.015380   -0.83069    0.96876
  0.15   0.011768   0.011768    0.97542    0.97542
  0.20   0.008629   0.008629    0.98012    0.98012
step 0.00496 bohr: first switched q forward 0.11410, backward -0.11410 bohr
  highest forward-scan energy 0.034945 Ry
step 0.00248 bohr: first switched q forward 0.11410, backward -0.11410 bohr
  highest forward-scan energy 0.035190 Ry
barrier, cusp (lower envelope): 0.023958 Ry = 0.3260 eV
barrier, symmetric unstable solution: 0.030625 Ry = 0.4167 eV
barrier, forward scan, fine-step limit: 0.035251 Ry = 0.4796 eV
barrier, exact one-electron, U=W: 0.016000 Ry = 0.2177 eV
forward-scan excess over cusp: 47.1 percent
electronic hump at q=0: 0.006667 Ry
energy drop at q_s: 0.020799 Ry
cusp slopes: left 0.094281, right -0.094281 Ry/bohr
Second difference at q=0 in Ry/bohr^2: cusp, exact U=W
  h = 0.04 bohr: -4.5501, -0.7629
  h = 0.02 bohr: -9.2667, -0.7902
  h = 0.01 bohr: -18.6963, -0.7975
exact U=W curvature: -0.8000 Ry/bohr^2
Spline error at q=0 in Ry: cusp, exact U=W
  8 images: -4.582e-03, -5.380e-04
  16 images: -2.132e-03, -3.240e-05
  32 images: -1.031e-03, -1.132e-06
  64 images: -5.071e-04, -5.015e-08
8-image spline barrier at cusp: 0.019377 Ry
no test failed
```
